\section*{Certified Search for Resonance Fields of Anisotropic Defect Spin Hamiltonians}

\section{Result}

A defect spin in a field of magnitude $B$ along a fixed unit vector $\mathbf n$ has the Hamiltonian
\begin{equation}
H(B)/h=F+B\,G ,
\end{equation}
where $F$ holds the field-free terms and $G$ the Zeeman terms. Energies are divided by $h$ and given in MHz, fields in mT. Let $E_1\le E_2\le\dots\le E_N$ be the sorted levels. In a field-swept experiment at frequency $\nu$, the pair $i<j$ resonates where
\begin{equation}
f(B)=E_j(B)-E_i(B)-\nu=0 .
\end{equation}
Let $\Lambda$ be the largest minus the smallest eigenvalue of $G$. Take an interval $[a,b]$ with midpoint $m$ and half-width $r$, and let $\delta_k$ be the distance from $E_k(m)$ to the nearest other level, less $\Lambda r$. Two tests decide what the interval contains:
\begin{align}
|f(a)|+|f(b)|>\Lambda(b-a)\;&\Rightarrow\;\text{no resonance},\label{excl}\\
\delta_i,\delta_j>0,\;\;|f'(m)|>\frac{\Lambda^2}{2}\Big(\frac1{\delta_i}+\frac1{\delta_j}\Big)r\;&\Rightarrow\;\text{at most one}.\label{mono}
\end{align}
In the second case the signs of $f(a)$ and $f(b)$ tell whether there is one or none. If neither test succeeds, the interval is halved. Inside the sweep, every resonance with $f'\neq0$ and with neither level degenerate is isolated after finitely many halvings, however close its neighbours are, provided the minimum width is set small enough. A tangential resonance, or one lying on a level crossing, ends in an interval of minimum width that is reported as unresolved. The guarantee holds in exact arithmetic and for one orientation at a time.

\section{The Hamiltonian over orientations}

For an electron spin $\mathbf S$ and one nuclear spin $\mathbf I$,
\begin{align}
F&=\mathbf S\cdot\mathsf D\cdot\mathbf S+\mathbf S\cdot\mathsf A\cdot\mathbf I,\\
G&=\frac{\mu_B}{h}\,\mathbf n\cdot\mathsf g\cdot\mathbf S-\frac{g_n\mu_N}{h}\,\mathbf n\cdot\mathbf I .
\end{align}
This form is complete for $S\le3/2$ and $I=1/2$ at the order kept here. A nucleus with $I\ge1$ adds a quadrupole term $\mathbf I\cdot\mathsf P\cdot\mathbf I$ to $F$, and $S\ge2$ adds fine-structure terms of higher order; the tests need only that $H$ is linear in $B$. For a trigonal defect of symmetry $C_{3v}$ with axis $\mathbf u$ and the nucleus on that axis, the tensors are axial:
\begin{equation}
\mathsf D=D\big(\mathbf u\mathbf u^{T}-\tfrac13\mathsf 1\big),\quad
\mathsf g=g_\perp\mathsf 1+(g_\parallel-g_\perp)\mathbf u\mathbf u^{T},
\end{equation}
and likewise for $\mathsf A$. In a cubic host there are four sites, with $\mathbf u$ along the four $\langle111\rangle$ axes. Writing the tensors in the crystal frame leaves $F$ fixed for each site; a change of orientation alters $G$ alone. Here $\mathbf n$ turns by $\phi$ from $[001]$ through $[111]$ to $[110]$. The linear microwave field lies along $[1\bar10]$, perpendicular to every such $\mathbf n$.

\section{Why the tests hold}

\subsection{Exclusion}

Let $\gamma_{\min}$ and $\gamma_{\max}$ be the extreme eigenvalues of $G$, so that $\Lambda=\gamma_{\max}-\gamma_{\min}$. For $b>a$ we have $H(b)/h=H(a)/h+(b-a)G$, and the added operator has all its expectation values between $(b-a)\gamma_{\min}$ and $(b-a)\gamma_{\max}$. By the min--max principle each sorted eigenvalue moves by an amount within the same limits:
\begin{equation}
(b-a)\gamma_{\min}\le E_k(b)-E_k(a)\le(b-a)\gamma_{\max}.
\end{equation}
Subtracting the relations for two levels gives
\begin{equation}
|f(b)-f(a)|\le\Lambda(b-a).\label{lip}
\end{equation}
If $f(c)=0$ for some $c$ in $[a,b]$, then $|f(a)|\le\Lambda(c-a)$ and $|f(b)|\le\Lambda(b-c)$. Their sum is at most $\Lambda(b-a)$, which proves \eqref{excl} by contradiction.

No state is followed from one field to the next. At a true crossing two sorted levels exchange their physical character and acquire kinks, but they stay continuous and obey \eqref{lip}. Since all pairs $i<j$ are examined, the exchange of labels loses no transition.

\subsection{Monotonicity}

For a non-degenerate level, perturbation theory in a small field change $t$ gives
\begin{equation}
E_k(B+t)=E_k+tG_{kk}+t^2\sum_{l\ne k}\frac{|G_{kl}|^2}{E_k-E_l}+\dots
\end{equation}
The derivatives are therefore
\begin{equation}
E_k'=G_{kk},\qquad E_k''=2\sum_{l\ne k}\frac{|G_{kl}|^2}{E_k-E_l}.
\end{equation}
By completeness, $\sum_{l\neq k}|G_{kl}|^2=\langle G^2\rangle-\langle G\rangle^2$ in the state $k$. The operator $(\gamma_{\max}-G)(G-\gamma_{\min})$ has no negative eigenvalue. Taking its expectation value and subtracting $\langle G\rangle^2$ gives
\begin{equation}
\langle G^2\rangle-\langle G\rangle^2\le(\gamma_{\max}-\langle G\rangle)(\langle G\rangle-\gamma_{\min})\le\frac{\Lambda^2}{4},
\end{equation}
because two non-negative numbers of sum $\Lambda$ have a product of at most $\Lambda^2/4$. If every other level is at least $\delta_k$ away, then
\begin{equation}
|E_k''|\le\frac{2}{\delta_k}\,\frac{\Lambda^2}{4}=\frac{\Lambda^2}{2\delta_k}.
\end{equation}
By \eqref{lip}, which holds for any pair, a spacing between levels changes by at most $\Lambda r$ between $m$ and any point of the interval. This is why $\Lambda r$ is subtracted in $\delta_k$, which then bounds the spacing over the whole interval. Hence $|f''|\le M$ with
\begin{equation}
M=\frac{\Lambda^2}{2}\left(\frac1{\delta_i}+\frac1{\delta_j}\right),
\end{equation}
and $|f'(B)-f'(m)|\le Mr$. If $|f'(m)|>Mr$, the slope cannot vanish in the interval, which proves \eqref{mono}.

Near a simple resonance between non-degenerate levels, $f'(m)$ tends to a non-zero value and $M$ stays finite as $r\to0$. The second test must then succeed at some finite width. At a tangency $f'=0$, and at a crossing the spacing is zero, so an interval containing such a resonance passes neither test.

\section{Pseudocode}

\begin{verbatim}
for each site and direction n:
  build F, G;  Lambda = spread of eigenvalues of G
  stack = [(0, Bmax, all pairs i<j)]
  while stack is not empty:
    take (a, b, pairs);  m = (a+b)/2;  r = (b-a)/2
    drop pairs with |f(a)|+|f(b)| > Lambda*(b-a) + slack
    if no pairs remain: continue
    diagonalize at m: levels, slopes G_kk, spacings
    for each remaining pair:
      if monotonicity test holds:
        if (f(a)>=0) differs from (f(b)>=0):
          refine the root by a bracketing method
        remove the pair
    if pairs remain:
      if b-a < minimum width: report (a, b) unresolved
      else push (a, m, pairs) and (m, b, pairs)
  at each root: matrix element, slope, line area
\end{verbatim}

Diagonalizations at shared end points are stored and serve all pairs. The comparison with $\ge$ counts a simple root that falls on a shared end point once. A root at an outer end of the sweep may be lost, so the sweep should extend past the range of interest.

The level crossings themselves can be enclosed in the same way. Set $\nu=0$ for neighbouring levels, so that $f$ is their spacing. Test \eqref{excl} never discards an interval containing a crossing, and test \eqref{mono} cannot succeed there. All crossings therefore lie in the unresolved intervals, but not every unresolved interval contains one. Some may hold avoided crossings too narrow to be told apart at the minimum width. Others merely lie beside a crossing: where two levels separate slowly, their spacing stays too small for test \eqref{excl} over many intervals of minimum width.

\section{Line areas}

Let $G_1$ be the Zeeman operator per unit microwave field, and let $g_\sigma$ be a normalized line shape of width $\sigma$ in frequency. In thermal equilibrium, with $k_BT$ much larger than the spread of the levels, the population difference of two levels is nearly proportional to their energy difference. At resonance this energy difference is $h\nu$ for every line, so a common factor can be dropped. Optically polarized spins are not covered. To first order in microwave power the absorption is then
\begin{equation}
A(B)=\sum_{i<j}|\langle i|G_1|j\rangle|^2\,g_\sigma\big(f_{ij}(B)\big).\label{abs}
\end{equation}
Near a root $B_r$, put $f\simeq f'(B_r)(B-B_r)$ and take the matrix element as constant. With $y=f'(B_r)(B-B_r)$ and $dB=dy/|f'|$ the area is
\begin{equation}
\int A\,dB\simeq\frac{|\langle i|G_1|j\rangle|^2}{|f'(B_r)|},
\end{equation}
and the width in field is $\sigma/|f'(B_r)|$. Neglecting the curvature $\kappa=f''$ requires $\kappa(\sigma/f')^2\ll\sigma$, that is
\begin{equation}
f'^2\gg|\kappa|\sigma .\label{valid}
\end{equation}
When two resonances of one pair merge, $f'\to0$ and the area formula diverges. Equation \eqref{abs} does not: at the merging point $f\simeq\kappa x^2/2$, where $x$ is the distance in field, and the absorption extends over $x\sim\sqrt{2\sigma/|\kappa|}$. Lines that violate \eqref{valid} should be computed from \eqref{abs} on a local field grid. The same holds just beyond a merging point: there $f$ has no root and the search lists no line, yet \eqref{abs} still absorbs while the extremum of $f$ lies within a few $\sigma$ of zero. A complete list of roots is therefore not a complete spectrum. By \eqref{lip}, $|f(a)|+|f(b)|>\Lambda(b-a)+2n\sigma$ guarantees $|f|>n\sigma$ on the whole interval, so the intervals that fail this wider test are the ones in which \eqref{abs} has to be evaluated.

\section{Two independent solutions}

\subsection{Eigenfields}

The operator $Z=|j\rangle\langle i|$ satisfies $[H/h,Z]=(E_j-E_i)Z$. Write $Z$ as a vector, row by row, and let $K_X=X\otimes1-1\otimes X^{T}$. The resonance condition becomes
\begin{equation}
(\nu-K_F)Z=B\,K_GZ .
\end{equation}
Conversely, for real $B$ the matrix $K_F+BK_G$ is Hermitian with the level differences as eigenvalues, so every real eigenfield is a resonance. If $\nu$ is not a zero-field transition frequency, $\nu-K_F$ can be inverted, and the non-zero eigenvalues of $(\nu-K_F)^{-1}K_G$ are $1/B$. Only the real positive ones give resonance fields; the others are discarded. All fields follow at once, but from a non-Hermitian problem of dimension $N^2$.

\subsection{A cubic for a bare spin 1}

Take $S=1$, no nucleus, isotropic $g$, $\beta=g\mu_BB/h$, and $\theta$ the angle between field and axis. In the basis $m_S=1,0,-1$ the diagonal is $D/3+\beta\cos\theta$, $-2D/3$, $D/3-\beta\cos\theta$, and neighbouring states couple by $\beta\sin\theta/\sqrt2$. The trace is zero, so $E^3-pE-q=0$ with
\begin{align}
p&=\tfrac12\mathrm{Tr}(H/h)^2=\frac{D^2}{3}+\beta^2,\\
q&=-\frac{2D}{3}\Big(\frac{D^2}{9}-\beta^2\cos^2\theta\Big)-\frac{\beta^2\sin^2\theta}{2}\,\frac{2D}{3}\nonumber\\
&=-\frac{2D^3}{27}+D\beta^2\Big(\cos^2\theta-\frac13\Big).
\end{align}
Let two levels be $a$ and $a+\nu$; the third is $-2a-\nu$. With $u=a(a+\nu)$ we have $(2a+\nu)^2=4u+\nu^2$, so $p=(2a+\nu)^2-u=3u+\nu^2$ and $q^2=u^2(4u+\nu^2)$. Eliminating $u=(p-\nu^2)/3$ gives
\begin{equation}
27q^2=(p-\nu^2)^2(4p-\nu^2),\label{cubic}
\end{equation}
a cubic in $\beta^2$. Conversely, right side minus left side is a cubic in $\nu^2$ with leading coefficient $-1$ that vanishes at the three squared level differences. It is therefore their product $\prod(\Delta^2-\nu^2)$, and each positive real root $\beta^2$ is a resonance.

\section{Worked example}

The model has $S=1$, $I=1/2$, $D=1000$ MHz, $\nu=600$ MHz, $g_\parallel=2.00$, $g_\perp=2.02$, $A_\parallel=100$ MHz, $A_\perp=60$ MHz and $g_n=-1$. The sweep runs from 0 to 80 mT. These are round values, not those of a particular defect.

\subsection{Merging resonances of the bare spin}

With $g=2.00$, $\beta/B=2.00\times13.996=27.992$ MHz/mT. For $\theta=0$ the levels, measured from $m_S=0$, are $0$ and $D\pm\beta$. Resonance occurs at $\beta=\nu/2=300$ MHz, $D-\nu=400$ MHz and $D+\nu=1600$ MHz, or 10.72, 14.29 and 57.16 mT. The last two belong to the same sorted pair, the lowest two levels, before and after their crossing at $\beta=D$.

For $\theta=90^\circ$ the levels are $D$ and $\tfrac12(D\pm\sqrt{D^2+4\beta^2})$. The lower spacing, $\tfrac12(D+\sqrt{D^2+4\beta^2})$, is never below $D$, so neither it nor the still larger spacing of the outermost levels can match $\nu<D$. The upper spacing equals 600 MHz when $\sqrt{D^2+4\beta^2}=2200$ MHz, so $\beta=980$ MHz and $B=35.00$ mT. The other two resonances must have vanished in between.

The discriminant of \eqref{cubic} puts their merging at $\theta=26.981^\circ$. At $0.0002^\circ$ inside this angle the search finds lines at 12.168, 26.751 and 26.893 mT; at $0.0002^\circ$ outside, one line. The close pair lies between the points 26 and 27 mT of a 1 mT grid, and a scan for sign changes on that grid finds one line instead of three. The separation grows as the square root of the angular distance, so this grid loses the pair only within about $0.0013^\circ$ of the merging angle, until the upper root passes 27 mT. The slopes of the pair are $\mp0.100$ MHz/mT. For a parabola the slope at a root is $\kappa$ times half the separation, so $\kappa\simeq2\times0.100/0.142=1.4$ MHz/mT$^2$. With $\sigma=0.5$ MHz, $f'^2=0.01$ is far below $\kappa\sigma=0.7$ (both in MHz$^2$/mT$^2$), and the area formula is useless for these two lines. Outside the merging angle the minimum of $f$ rises by about 18 MHz per degree and reaches $\sigma$ near $0.03^\circ$. There \eqref{abs}, with the microwave field perpendicular to both axis and static field, still gives a peak near 26.8 mT about eleven times higher than the only listed line, near 12.2 mT.

\subsection{Orientation dependence with the nucleus}

Each electron resonance becomes four when both levels are split by the nuclear spin. Site $[111]$ accordingly has 4 lines at $\phi=0$ and 12 from $35^\circ$ to $75^\circ$, around its axis at $\phi=54.7^\circ$. At $25^\circ$ and $30^\circ$ the counts are 6 and 10: different nuclear sublevels lose their resonance pairs at different angles.

For $\mathbf B\parallel[111]$ the axial site can be checked by hand. For the transition between $m_S=0$ and $-1$ at $m_I=\pm\frac12$, the level $m_S=-1$ shifts by $\mp A_\parallel/2=\mp50$ MHz. The lower-field resonances move to $\beta=350$ and 450 MHz, or 12.50 and 16.08 mT. The upper ones move to 1550 and 1650 MHz, or 55.37 and 58.94 mT.

The transverse hyperfine term couples $|0,\downarrow\rangle$ to $|{-1},\uparrow\rangle$, and $|{+1},\downarrow\rangle$ to $|0,\uparrow\rangle$, by $A_\perp/\sqrt2$, whose square is 1800 MHz$^2$. At $\beta=350$ MHz, near 12.5 mT, these pairs are $D-\beta-A_\parallel/2=600$ MHz and $D+\beta-A_\parallel/2=1300$ MHz apart. The state $|{-1},\uparrow\rangle$ rises by $1800/600=3.0$ MHz and $|0,\uparrow\rangle$ falls by $1800/1300=1.4$ MHz. The transition frequency gains 4.4 MHz, and since it falls with field at 28 MHz/mT, the resonance moves up by 0.16 mT, to 12.66 mT. Diagonalization gives 12.660 mT. The other three computed fields are 16.204, 55.291 and 58.852 mT, each within 0.13 mT of its first-order value.

The lines between 24.9 and 30.5 mT come from the other three sites, whose axes are $70.5^\circ$ from the field; the bare spin has its resonance at 27.8 mT for $70^\circ$. For $\mathbf B\parallel[001]$ all four sites have the same resonance fields, and two lines exceed 5\,\% of the strongest, at 16.14 and 22.16 mT. For $\mathbf B\parallel[110]$ the strong lines at 33.30 and 35.51 mT belong to the two sites with axes perpendicular to the field.

\subsection{Tests}

Over 76 combinations of site and orientation, in steps of $5^\circ$, the search and the eigenfield method gave the same 392 lines, with fields agreeing to $3\times10^{-12}$ mT. No interval was left unresolved. On this set, sign-change scans with steps of 1 and even 5 mT also lost nothing. Agreement on a coarse set of angles is thus no evidence that a fixed grid is safe; the case near merging shows that it is not.

In random trials at $\phi=20^\circ$ the change of a level spacing reached 97\,\% of the bound \eqref{lip}, which leaves little room for a smaller constant common to all pairs. The curvature bound was tested at one field only, 20 mT, and was much looser there: the largest ratio of $|E_k''|$ to its bound was 0.035. At other fields the bound can be much tighter. The line-by-line spectrum of site $[111]$ at $\phi=45^\circ$, with $\sigma=0.5$ MHz, differed from a direct evaluation of \eqref{abs} by at most 0.011\,\% of the peak height. This angle is far from any merging; at $\phi=30^\circ$ and $25^\circ$, within a degree of merging angles, the difference is about 0.7\,\% and 1.2\,\%. The numerical output lists the remaining values.

\section{Cost, stability and failure modes}

\paragraph{Cost.} A search took 79 diagonalizations on average, root refinement included; a 1 mT grid over the same sweep needs 81 for the scan alone, before any root is refined. Each costs of order $N^3$ operations, and the pair tests cost $N^2$. A dense eigenfield solution costs of order $N^6$ operations and $N^4$ storage, which is acceptable for $N=6$ but grows quickly with further nuclei. For two roots a small distance $s$ apart on a parabola, the slope at each root has magnitude $|\kappa|s/2$. In an interval of half-width $r$ that contains a root, $|f'(m)|\ge|\kappa|(s/2-r)$, so test \eqref{mono} succeeds once $r<|\kappa|s/[2(M+|\kappa|)]$. At the extremum between the roots $|f|=|\kappa|s^2/8$, so the interval around it is excluded once its width is below about $|\kappa|s^2/(4\Lambda)$. Both widths are powers of $s$, so the number of successive halvings grows as $\log(1/s)$, whereas a uniform grid needs a number of points proportional to $1/s$.

\paragraph{Rounding.} If each eigenvalue has an error of at most $\epsilon$, a simple root shifts by up to about $2\epsilon/|f'|$. The slack in the exclusion test, here $10^{-9}$ MHz, should exceed $4\epsilon$, because four eigenvalues enter the test, so that rounding cannot discard a root. Whether two roots exist or have just vanished cannot be decided when the extremum of $f$ is within $2\epsilon$ of zero.

\paragraph{Permanent degeneracy.} If two levels coincide at all fields, as for a nuclear spin with neither hyperfine nor Zeeman coupling, $\delta_k$ is never positive and each resonance involving them is reported as unresolved. The decoupled spin should be removed. If a symmetry causes crossings at resonance, $H$ can be split into symmetry blocks and the spacings taken within each block, with pairs still formed between blocks. Levels of different blocks may cross, so each such pair must be searched in both orders, for $E_j-E_i=\nu$ and for $E_i-E_j=\nu$.

\paragraph{Orientation grid.} Nothing is guaranteed between sampled directions. Lines should not be joined from one angle to the next by their order in field, since pairs appear and vanish. A change in the number of lines marks an angular interval that needs finer sampling.

\section*{Numbers as computed}
\begin{verbatim}
D = 1000 MHz, nu = 600 MHz, sweep 0 to 80 mT
g_par = 2.00, g_perp = 2.02, g_n = -1
A_par = 100 MHz, A_perp = 60 MHz
mu_B/h = 13.99624 MHz/mT, mu_N/h = 0.0076226 MHz/mT
Bare spin 1, g = 2.00: angle to axis (deg), resonances (mT)
   0: 10.7172, 14.2895, 57.1582
  10: 10.8991, 14.8960, 53.9159
  20: 11.4766, 17.3760, 43.8950
  40: 14.3658
  70: 27.7816
  90: 35.0021
merging angle = 26.98120 deg
0.0002 deg inside: 3 lines; outside: 1
  fields inside (mT): 12.1676, 26.7508, 26.8928
  slopes inside (MHz/mT): 48.108, -0.100, 0.100
  1 mT sign-change scan inside finds 1 line
Full model: spread of G = 56.1750 MHz/mT (phi = 20 deg)
largest change of gap / bound = 0.9724
largest |E''| / its bound at 20 mT = 0.0354
sweep: 76 site-orientations, 392 lines in all
largest difference from eigenfields = 2.5e-12 mT
mean diagonalizations per search = 79
lines lost by 1 mT sign-change scan = 0
lines lost by 5 mT sign-change scan = 0
lines of site [111], phi = 0, 5, ..., 90 deg:
  4 4 4 4 4 6 10 12 12 12 12 12 12 12 12 12 10 6 4
phi = 45 deg, site [111], frequency width sigma = 0.5 MHz:
  area: direct 62.45219, lines 62.45217 MHz/mT
  largest shape error = 0.011 % of peak
Lines above 5 % of strongest: field (mT), relative area
 B along [001]: 2 lines
  16.141 (0.60), 22.163 (1.00)
 B along [111]: 8 lines
  12.660 (0.43), 16.204 (0.43), 24.874 (0.86), 27.508 (0.08)
  28.133 (0.06), 30.498 (1.00), 55.291 (0.43), 58.852 (0.43)
 B along [110]: 3 lines
  15.653 (0.07), 33.298 (1.00), 35.514 (1.00)
\end{verbatim}
